# Hermiticity and envelope matching at an abrupt mass step

Anyone who computes quantum-well levels or junction transmission with a different effective mass in each layer must decide what to impose where the layers meet. The slope of the envelope may be taken as continuous, or the slope divided by the mass, and an extra interface energy may or may not be needed. In the well treated below, the first choice alone moves the levels by 3 to 10 meV. Hermiticity rules out one candidate, but it does not select the usual rule by itself. The theorem states what has to be added.

## Setting and conventions

One isotropic parabolic band is described by an envelope $\psi(x)$. The junction is at $x=0$, with the left material L at $x<0$ and the right material R at $x>0$. Let $m_0$ be the free-electron mass, $\mu=m/m_0>0$ the relative mass, constant on each side, and $V$ a real bounded potential. With

$$C=\frac{\hbar^2}{2m_0}=0.0381\ \text{eV nm}^2,\qquad v=\frac{\psi'}{\mu},$$

the Hamiltonian acts on each side as

$$H\psi=-C\,v'+V\psi .\tag{1}$$

Equation (1) says nothing about the point $x=0$. That information is a **matching rule**: an invertible matrix $T$ with

$$\begin{pmatrix}\psi\\ v\end{pmatrix}_R=T\begin{pmatrix}\psi\\ v\end{pmatrix}_L .\tag{2}$$

Envelopes decay at infinity, and the left pair $(\psi,v)_L$ can take any values. Rules that seal the junction, such as $\psi=0$ on both sides, can also be Hermitian. They transmit nothing and are excluded by the form (2).

## The boundary form

**Lemma 1.** For two envelopes $f,g$ let $W=f^*v_g-v_f^*g$. Then

$$\langle f|Hg\rangle-\langle Hf|g\rangle=C\,[W(0^+)-W(0^-)].\tag{3}$$

*Proof.* The potential is real and cancels. On either side,

$$f^*(-Cv_g')-(-Cv_f'^{*})g=-C\,(f^*v_g'-v_f'^{*}g).$$

Differentiating $W$ gives $W'=f^*v_g'-v_f'^{*}g+(f'^*v_g-v_f^*g')$. The bracket vanishes, because both of its terms equal $f'^*g'/\mu$. The integrand is therefore $-CW'$. The left side integrates to $-CW(0^-)$ and the right side to $+CW(0^+)$, since $W$ vanishes at infinity. ∎

For $f=g=\psi$, $W=2i\,\mathrm{Im}(\psi^*v)=2i\,m_0\,j/\hbar$, where $j=(\hbar/m_0)\,\mathrm{Im}(\psi^*v)$ is the probability current. The Schrödinger equation then gives

$$\frac{d}{dt}\langle\psi|\psi\rangle=\frac{1}{i\hbar}\big(\langle\psi|H\psi\rangle-\langle H\psi|\psi\rangle\big)=\frac{2Cm_0}{\hbar^2}\,[j(0^+)-j(0^-)]=j(0^+)-j(0^-).$$

A failure of Hermiticity is thus a source or sink of probability located at the junction.

## The theorem

**Theorem.** Under the assumptions above:

(a) $H$ is Hermitian if and only if $T=e^{i\theta}M$, with $\theta$ real, $M$ real and $\det M=1$.

(b) If $H$ is Hermitian and $\psi$ is continuous for every allowed left pair, then
$$v_R-v_L=\lambda\,\psi(0),\qquad \lambda\ \text{real}.\tag{4}$$
This is the effect of an interface potential $\Lambda\,\delta(x)$ with $\Lambda=C\lambda$.

(c) If, in addition, there is no such interface potential, both $\psi$ and $\psi'/\mu$ are continuous.

*Proof of (a).* Write $F=(f,v_f)^{T}$, $G=(g,v_g)^{T}$ and
$$J=\begin{pmatrix}0&1\\-1&0\end{pmatrix},\qquad W=F^\dagger JG .$$
By Lemma 1 and rule (2), Hermiticity means $F_L^\dagger T^\dagger JT\,G_L=F_L^\dagger JG_L$. The left pairs are arbitrary, so this is equivalent to
$$T^\dagger JT=J.\tag{5}$$
Every $2\times2$ matrix also obeys $T^{T}JT=(\det T)J$. Solving both relations for the left factor gives
$$T^\dagger=JT^{-1}J^{-1},\qquad T^{T}=(\det T)\,JT^{-1}J^{-1}=(\det T)\,T^\dagger .$$
The transpose of the last equality is $T=(\det T)\,T^*$. The determinant of (5) gives $|\det T|=1$, so one may write $\det T=e^{2i\theta}$. Set $M=e^{-i\theta}T$. Then
$$M^*=e^{i\theta}T^*=e^{i\theta}e^{-2i\theta}T=M,$$
so $M$ is real, and $\det M=e^{-2i\theta}\det T=1$. Conversely, if $T=e^{i\theta}M$ with such an $M$, the phases cancel and $T^\dagger JT=M^{T}JM=(\det M)J=J$.

The operator is then self-adjoint as well as symmetric. If $g$ belongs to the domain of the adjoint, $F_L^\dagger T^\dagger JG_R=F_L^\dagger JG_L$ for all $F_L$. Hence $T^\dagger JG_R=JG_L=T^\dagger JTG_L$, and $G_R=TG_L$: $g$ obeys the same rule.

*Proof of (b).* Continuity requires $T_{11}\psi_L+T_{12}v_L=\psi_L$ for all $\psi_L,v_L$. Hence $T_{11}=1$ and $T_{12}=0$. Since $e^{i\theta}M_{11}=1$ with $M_{11}$ real, $e^{i\theta}=\pm1$. So $T$ is real and $\det T=1$, which forces $T_{22}=1$. The remaining element $T_{21}=\lambda$ is real and otherwise free, which is (4). For the interpretation, integrate $-Cv'+V\psi+\Lambda\delta(x)\psi=E\psi$ over a vanishing interval around $0$. The bounded terms drop out, leaving $-C(v_R-v_L)+\Lambda\psi(0)=0$.

*Proof of (c).* Set $\Lambda=0$ in (4). ∎

**Remark.** Part (a) leaves four real parameters: one phase and three in $M$. The familiar pair of conditions is one member of this family. Continuity of $\psi$ removes three parameters, and the absence of an interface energy removes the fourth.

## Where continuity comes from

Continuity of $\psi$ follows once the kinetic energy is taken to be $C\int|\psi'|^2/\mu\,dx$, including inside the thin layer that the abrupt junction idealizes.

**Lemma 2.** If $\psi$ changes by $\Delta$ across a layer, the kinetic energy in that layer is at least $C|\Delta|^2/\int\mu\,dx$, with the integral taken over the layer.

*Proof.* Write $\Delta=\int\sqrt\mu\,(\psi'/\sqrt\mu)\,dx$. The Cauchy–Schwarz inequality gives $|\Delta|^2\le\int\mu\,dx\int|\psi'|^2/\mu\,dx$. ∎

As the layer shrinks at bounded mass, $\int\mu\,dx\to0$, and a fixed jump costs unlimited energy. States of finite energy are therefore continuous.

The second condition then follows from the energy without being imposed. Make
$$C\int\frac{|\psi'|^2}{\mu}dx+\int V|\psi|^2dx+\Lambda|\psi(0)|^2$$
stationary at fixed norm, with $E$ as multiplier. For a continuous variation $\eta$,
$$C\int\eta'^*v\,dx+\int\eta^*(V-E)\psi\,dx+\Lambda\eta^*(0)\psi(0)=0 .$$
Integrating the first term by parts on each side yields
$$\int\eta^*\big[-Cv'+(V-E)\psi\big]dx+\eta^*(0)\big[C(v_L-v_R)+\Lambda\psi(0)\big]=0 .$$
Variations that vanish at $0$ give the differential equation, and the others give (4). For $\Lambda=0$, continuity of $v$ is thus the natural boundary condition of this energy.

The trial functions need no kink of their own. For the well below, the lowest energy in a basis of 30 smooth cosines is 22.31 meV, and with 120 it is 22.27 meV. The matching condition gives 22.25 meV, whereas continuity of $\psi'$ would give 25.41 meV.

## Two other rules

**Proposition 1 (other operator orderings).** The kinetic operator $\mu^a p\,\mu^b p\,\mu^a/(2m_0)$, with $2a+b=-1$, makes $\mu^a\psi$ and $\mu^{-a}v$ continuous when there is no interface term. It is Hermitian for every real $a$.

*Proof.* With $\phi=\mu^a\psi$ the kinetic energy is $C\int\mu^b|\phi'|^2dx$. The preceding argument applies with $\phi$ for $\psi$ and $\mu^b$ for $1/\mu$, so $\phi$ and $\mu^b\phi'$ are continuous. On each side $\mu^b\phi'=\mu^{a+b}\psi'=\mu^{a+b+1}v=\mu^{-a}v$. Hence $T=\mathrm{diag}\big((\mu_L/\mu_R)^a,(\mu_R/\mu_L)^a\big)$, whose determinant is 1. ∎

The usual rule is the case $a=0$. Choosing it is a statement about the kinetic energy at the interface, which Hermiticity does not supply. For $a=-1/2$ the envelope itself jumps by the factor $\sqrt{\mu_R/\mu_L}$.

**Proposition 2 (continuous $\psi$ and $\psi'$).** This rule, called naive below, is not Hermitian if $\mu_L\ne\mu_R$. The levels of a well computed with it are nevertheless real.

*Proof.* Here $v_R=(\mu_L/\mu_R)v_L$, so $T$ is real with $\det T=\mu_L/\mu_R\neq1$, and (5) fails. For the levels, insert the weight $\mu$ in the inner product:
$$\int\mu f^*Hg\,dx=-C\int f^*g''dx+\int\mu Vf^*g\,dx .$$
Since $f$, $g$ and their slopes are continuous, two integrations by parts leave no interface term. The operator is symmetric under this positive weight, so its eigenvalues are real. ∎

The levels also coincide with those of the ordering $a=-1/2$. That rule multiplies $\psi$ and $\psi'$ by the same factor, so both rules keep $\psi'/\psi$ continuous, and this ratio fixes the bound levels. A real spectrum is therefore no evidence that the matching is Hermitian. The fault appears in overlaps and currents.

## Levels of a well

Take a well of width $L=12$ nm centred at $x=0$, with mass $\mu_w=0.07$, between barriers of mass $\mu_b=0.10$ and height $V_0=0.25$ eV. The theorem applies at each interface. Set
$$k^2=\frac{\mu_wE}{C},\qquad \kappa^2=\frac{\mu_b(V_0-E)}{C}.$$
An even state is proportional to $\cos kx$ inside and decays as $e^{-\kappa(x-L/2)}$ on the right. At $x=L/2$ the inner and outer values of $v$ are $-(k/\mu_w)\tan(kL/2)\,\psi$ and $-(\kappa/\mu_b)\psi$. Their difference, outer minus inner, must be $\lambda\psi$:
$$\frac{k}{\mu_w}\tan\frac{kL}{2}=\frac{\kappa}{\mu_b}+\lambda .\tag{6}$$
For an odd state, $\sin kx$ replaces $\cos kx$, and $\tan$ becomes $-\cot$. Reflection gives the same condition at the other interface.

For the lowest level with $\lambda=0$, $k=0.2022$ nm⁻¹ and $\kappa=0.7731$ nm⁻¹. Then $kL/2=1.213$ and $\tan(kL/2)=2.68$. The left side of (6) is $0.2022\times2.68/0.07=7.7$ nm⁻¹, and the right side is $0.7731/0.10=7.7$ nm⁻¹.

| Level | Usual rule (meV) | Naive rule (meV) | Shift by $\Lambda$ (meV) |
|---|---:|---:|---:|
| 1 | 22.3 | 25.4 | 0.9 |
| 2 | 88.4 | 98.2 | 3.2 |
| 3 | 192.7 | 202.9 | 5.5 |

A direct diagonalization on a grid with the ordering $a=-1/2$ reproduces the naive column to within 0.01 meV, as Proposition 2 and the remark after it require.

The direction of the difference can be read from (6) with $\lambda=0$. The usual rule is $k\tan(kL/2)=(\mu_w/\mu_b)\kappa$, whereas the naive rule has $\kappa$ alone on the right. On the branch of a given level the left side rises with $E$ and the right side falls. The larger right side therefore puts the crossing at a higher energy when $\mu_b>\mu_w$. If the masses are equal, the rules agree. If $V_0\to\infty$ at fixed masses, both right sides diverge, the lowest level tends to $k=\pi/L$, and the choice loses its effect.

The last column uses $\Lambda=0.03$ eV nm at each interface, roughly equivalent for these levels to a layer of 0.1 eV over 0.3 nm centred on the interface, so $\lambda=0.787$ nm⁻¹. This term is compatible with Hermiticity and with a continuous envelope. Whether it is present must be learned from the interface.

The naive rule shows its defect in the overlap of two states. For levels 1 and 3, Lemma 1 gives
$$(E_3-E_1)\langle\psi_1|\psi_3\rangle=C\sum_{\text{interfaces}}[W(\text{right side})-W(\text{left side})].$$
Under the usual rule the right side is zero and the states are orthogonal. Under the naive rule the normalized states overlap by 0.022 in magnitude. The total probability $\langle\psi|\psi\rangle$ of an equal-weight superposition then oscillates between about 0.978 and 1.022, with a period of 23 fs.

## Transmission through one junction

Let a wave of energy $E=0.30$ eV pass from the well material into a barrier that fills $x>0$. The envelope is $e^{ik_Lx}+re^{-ik_Lx}$ on the left and $te^{ik_Rx}$ on the right. Put $q=k/\mu$, which is proportional to the group velocity. Continuity and (4) give
$$1+r=t,\qquad iq_Rt-iq_L(1-r)=\lambda t .$$
Substituting $1-r=2-t$ and dividing by $i$ yields
$$t=\frac{2q_L}{q_L+q_R+i\lambda},\qquad r=t-1=\frac{q_L-q_R-i\lambda}{q_L+q_R+i\lambda}.$$
The transmitted fraction of the current is $\mathcal T=(q_R/q_L)|t|^2$ and the reflected fraction is $\mathcal R=|r|^2$:
$$\mathcal T=\frac{4q_Lq_R}{(q_L+q_R)^2+\lambda^2},\qquad
\mathcal R=\frac{(q_L-q_R)^2+\lambda^2}{(q_L+q_R)^2+\lambda^2}.\tag{7}$$
They add to 1. With $q_L=10.606$ nm⁻¹, $q_R=3.623$ nm⁻¹ and $\lambda=0$,
$$\mathcal T=\frac{4\times10.606\times3.623}{14.229^2}=0.759 .$$
The interface term used above lowers this to 0.757. It matters little here because $\lambda^2=0.62$ nm⁻² is small beside $(q_L+q_R)^2=202$ nm⁻². This holds for the idealized delta term. For a layer of finite thickness, the size and even the sign of the small change in $\mathcal T$ depend on which side of the mass step the layer lies.

Under the naive rule, $r=(k_L-k_R)/(k_L+k_R)$ and $t=2k_L/(k_L+k_R)$. The factor $q_R/q_L$ in the current brings in the mass ratio, so
$$\mathcal R+\mathcal T=1+\left(\frac{\mu_L}{\mu_R}-1\right)\frac{4k_Lk_R}{(k_L+k_R)^2}.$$
For $k_L=0.7424$ nm⁻¹ and $k_R=0.3623$ nm⁻¹ this is $1-0.30\times0.8816=0.7355$. About 26 % of the incident current disappears at the junction.

The ordering $a=-1/2$ has the same $\psi'/\psi$ and hence the same $\mathcal R=0.118$, but it conserves current, so $\mathcal T=0.882$. Two Hermitian models thus predict 0.759 and 0.882 for the same masses and offset. This is the practical content of the freedom left by part (a).

## Matching from a localized-orbital chain

A chain with one orbital per site, the simplest form of a Wannier Hamiltonian, shows where $\Lambda$ resides. Let the spacing be $d$, the hopping strengths $t_{L,R}=C/(\mu_{L,R}d^2)$, and let site 0 be shared by both materials. Take the left band edge as zero and the right one as $V_0$. At site 0,
$$t_R(\psi_0-\psi_1)+t_L(\psi_0-\psi_{-1})+\left(\frac{V_0}{2}+\frac{\Lambda}{d}-E\right)\psi_0=0 .$$
For small $d$, $\psi_1=\psi_0+d\,\psi'_R+O(d^2)$ and $\psi_{-1}=\psi_0-d\,\psi'_L+O(d^2)$. Multiplying by $d$ gives
$$-Cv_R+Cv_L+\Lambda\psi_0+O(d)=0,$$
which is (4). The shared site has a single amplitude, so continuity is built into this chain. Its Hermiticity requires the site energy to be real but does not fix it. An excess energy $u$ on the interface site, beyond $t_L+t_R+V_0/2$, appears in the envelope model as $\Lambda=ud$. The usual rule holds when $u$ is negligible.

At $d=0.01$ nm and $\Lambda=0$ the chain transmits 0.759, in agreement with (7). At $d=0.3$ nm, a spacing of atomic size, it transmits 0.761. With $u=0$ the error of the continuum limit is thus about 0.2 % of the transmission. That figure depends on the interface site energy. At $d=0.3$ nm, giving site 0 the bulk energy $2t_L$ of the left material means $u=t_L-t_R-V_0/2=1.7$ eV and $\Lambda=0.51$ eV nm, and the transmission falls to 0.40.

## Comparison with a real well

The parameters are round values in the rough regime of a GaAs well between AlGaAs barriers. The barrier mass is somewhat high for a typical aluminium content, which enlarges the effect of the matching rule.

For level 3 the parabolic band is a poor assumption. A simple estimate replaces $\mu_w$ by $\mu_w(1+E/1.4\ \text{eV})$ and $\mu_b$ by $\mu_b[1-(V_0-E)/1.8\ \text{eV}]$ and keeps the usual rule. The levels then move by $+0.4$, $-1.9$ and $-13.3$ meV. For level 3 this exceeds the 10.3 meV between the two matching rules, so correct matching alone does not make that level reliable. The transmission at 0.30 eV rises from 0.759 to 0.790.

The positive shift of level 1 comes from the barrier. Its mass falls by $0.228/1.8$, about 13 %, and since $\kappa/\mu_b=\sqrt{(V_0-E)/(C\mu_b)}$, a lighter barrier raises the right side of (6) and with it the level. This outweighs the slightly heavier well.

Several other neglected effects were sized for level 1, each with the remaining parameters held fixed:

- Grading the mass and offset linearly over 0.6 nm shifts it by $+0.1$ meV.
- In-plane motion with energy $k_BT=25.9$ meV at 300 K shifts it by $-0.2$ meV, because that energy is smaller in the heavier barrier.
- A field of 0.02 MV/cm shifts it by $-0.5$ meV. The exponent for tunnelling out is 108, so escape is negligible.
- A density of $10^{11}$ cm⁻² electrons in this level, with relative permittivity 13, shifts it by $-0.6$ meV relative to the potential at the well centre, to first order in the Hartree (electrostatic) term alone. Exchange and correlation are not included. At this density they lower the level by several meV at low temperature (about 6 meV in a local-density estimate), and exchange alone lowers it by about 2 meV at 300 K.
- A well mass 5 % lighter, as a rough allowance for temperature, shifts it by $+0.6$ meV.

Each shift quoted first in these items is smaller than the 3.2 meV that separates the two matching rules for level 1, but only at the sizes chosen. The field shift grows as the square of the field: it reaches 3.2 meV near 0.05 MV/cm and is about $-11$ meV at 0.1 MV/cm. The Hartree shift grows in proportion to the density and reaches 3.2 meV near $5\times10^{11}$ cm⁻². In a biased or doped well these effects, and exchange and correlation, can exceed the effect of the matching rule. An interface term of the size assumed above, at 0.9 meV, is comparable with the larger of them. At 300 K the Boltzmann factor of level 2 relative to level 1 is 0.08, so a calculation of room-temperature populations should include level 2.

For an electron well of this kind, with one nearly parabolic band and no known interface energy, the usual starting choice is continuity of $\psi$ and $\psi'/m$. It assumes the kinetic energy $C\int|\psi'|^2/\mu\,dx$ across the interface and neglects $\Lambda$. Whether both assumptions hold for a given pair of materials must be settled by a microscopic calculation or by measurement. If several bands mix, as in valence bands, $\psi$ has several components and the theorem in this form does not apply. The conserved current of the full multiband Hamiltonian then takes the place of $W$. The remaining values are in the numerical output.

## Calculated quantities

```
C = hbar^2/(2 m0): 0.038100 eV nm^2
well mass, barrier mass: 0.07, 0.10 m0
band offset: 0.25 eV; well width: 12.0 nm
interface strength Lam: 0.030 eV nm; lam: 0.7874 1/nm
level 1, standard matching: 22.254 meV
level 1, naive matching: 25.412 meV
level 1, ordering a=-1/2, grid: 25.412 meV
level 1, shift by Lam: 0.892 meV
level 2, standard matching: 88.380 meV
level 2, naive matching: 98.242 meV
level 2, ordering a=-1/2, grid: 98.241 meV
level 2, shift by Lam: 3.184 meV
level 3, standard matching: 192.665 meV
level 3, naive matching: 202.949 meV
level 3, ordering a=-1/2, grid: 202.946 meV
level 3, shift by Lam: 5.512 meV
level 1, standard, grid: 22.254 meV
level 1, Ritz 30 smooth functions: 22.306 meV
level 1, Ritz 120 smooth functions: 22.267 meV
level 1, naive minus standard: 3.158 meV
level 1 standard, k and kappa: 0.2022, 0.7731 1/nm
grid slope ratio outer/inner, standard: 1.4282
grid envelope ratio outer/inner, standard: 0.9999
grid envelope ratio outer/inner, a=-1/2: 1.1951
overlap of levels 1,3, standard: 2.6e-14
overlap of levels 1,3, naive: 0.0224
beat period of levels 1,3, naive: 23.29 fs
incident energy: 0.30 eV; k_L, k_R: 0.7424, 0.3623 1/nm
q_L, q_R (k/mu): 10.606, 3.623 1/nm
standard R, T, R+T: 0.2409, 0.7591, 1.0000
with Lam R, T, R+T: 0.2432, 0.7568, 1.0000
naive R, T, R+T: 0.1184, 0.6171, 0.7355
chain T at spacing 0.01 nm: 0.7591
chain T at spacing 0.3 nm: 0.7609
gaps for nonparabolicity: 1.4, 1.8 eV
nonparabolic shift, level 1: 0.409 meV
nonparabolic shift, level 2: -1.909 meV
nonparabolic shift, level 3: -13.267 meV
T with nonparabolic masses: 0.7898
grading over 0.6 nm, level 1 shift: 0.125 meV
kT at 300 K: 25.85 meV
in-plane energy kT, level 1 shift: -0.161 meV
field 0.02 MV/cm, level 1 shift: -0.480 meV
tunnelling-out exponent in that field: 108.2
sheet density 1.0e+11 cm^-2, permittivity 13
electrostatic shift of level 1 from centre: -0.632 meV
well mass 5 % lighter, level 1 shift: 0.643 meV
Boltzmann factor level 2/level 1, 300 K: 0.0775
```
